# Two derivations of Andersen's potential parameters in the atomic-sphere approximation, part 1

(Sections cited here and not found follow in the second part.)

In the atomic-sphere approximation the band energies of a crystal are the roots of $\det[P(E)-\mathcal S]=0$, where the matrix $\mathcal S$ depends on the lattice alone and the diagonal potential function $P_l(E)$ on the potential in one sphere alone. As it stands this is a nonlinear root search that needs a new radial integration at each trial energy. The obvious remedy, a Taylor polynomial of $P$ about a fixed energy $E_\nu$, converges only out to the nearest pole of $P$ and leaves the root search nonlinear once the quadratic term is kept. For the model $d$ resonance computed below, with $E_\nu=-0.10$ Ha, the exact values are $P=-13.618$, $\dot P=246.31\ \mathrm{Ha}^{-1}$ and $\ddot P=-926.5\ \mathrm{Ha}^{-2}$. In the Wigner–Seitz estimate used below, the top of the band is where $P=10$. The quadratic polynomial reaches 10 at
$$E-E_\nu=\frac{246.31-\sqrt{246.31^2-2(926.5)(23.618)}}{926.5}=0.1255\ \mathrm{Ha},$$
that is at $E=0.0255$ Ha, against the exact $0.0079$ Ha. The polynomial also turns over at $E-E_\nu=246.31/926.5=0.27$ Ha, although the true $P$ increases everywhere between its poles. For free electrons with $E_\nu=0$ the expansion does not exist, since $P$ has a pole there. Andersen's form $P=(E-C)/[\Delta+\gamma(E-C)]$ uses the same three pieces of information, increases on either side of its single pole (present when $\gamma\neq0$), in this example about halves the error just quoted (a gain that depends on $E_\nu$, as shown with the worked numbers), and turns the root search into a matrix eigenvalue problem. Its parameters are the centre, the width scale and the asymmetry of the band.

## Conventions and common ground

Hartree atomic units are used and the treatment is non-relativistic. The potential $v(r)$ is spherical inside a sphere of radius $S$ and less singular than $r^{-2}$ at the origin. For fixed $l$ the radial function $\phi$ is written $u=r\phi$, and
$$(H-E)\,u(r,E)=0,\qquad H=-\tfrac12\frac{d^2}{dr^2}+\frac{l(l+1)}{2r^2}+v(r),$$
with $u\propto r^{l+1}$ at small $r$ and $\langle u|u\rangle=\int_0^S u^2dr=1$ at every $E$. No condition is imposed at $S$, so a solution exists for each $E$. A prime is $\partial/\partial r$, a dot is $\partial/\partial E$, $\varepsilon=E-E_\nu$, and $g=2l+1$. Symbols without an energy argument are taken at $E_\nu$. The logarithmic derivative is $D=S\phi'/\phi=Su'/u-1$ at $r=S$.

The potential function arises as follows. Between and across the spheres the wave function is built from solutions of Laplace's equation (zero kinetic energy in the envelope), with radial parts $K=(r/S)^{-l-1}$ and $J=(r/S)^l/2g$, the length scale of the structure constants being set equal to $S$. The combination $K-PJ$ has at $S$ the logarithmic derivative $D=[-(l+1)-lP/2g]/[1-P/2g]$. Multiplying out gives $D+l+1=P(D-l)/2g$, so it joins smoothly to $\phi(r,E)$ when
$$P(E)=2g\,\frac{D(E)+l+1}{D(E)-l}.\tag{1}$$
The functions $K$ centred on all other sites are regular in the sphere at hand, and their Bloch sum is expanded there as $-\sum_L J_L\mathcal S_{LL'}$, which defines $\mathcal S$. A superposition with coefficients $x_L$ then has in channel $L$ the form $x_LK-(\mathcal Sx)_LJ$, and this must equal $x_L(K-PJ)$. Hence $(P-\mathcal S)x=0$. The zero of $P$ lies at $D=-l-1$, where $\phi$ joins a pure decaying $K$ as an atomic level at zero exterior kinetic energy would. This energy $E_c$ is called the true band centre below; it is defined by $P=0$ and is in general not the midpoint between the band edges. The pole lies at $D=l$.

Two tools serve both derivations. The first is Green's identity. For functions $f,h$ regular at the origin the potential terms cancel in the difference below, and $fh''-hf''=(fh'-hf')'$ vanishes at the lower limit after integration because both functions go as $r^{l+1}$:
$$\langle f|(H-E_\nu)h\rangle-\langle h|(H-E_\nu)f\rangle=\tfrac12W(f,h),\qquad W(f,h)=[f'h-fh']_{S}.\tag{2}$$
Differentiating $(H-E)u=0$ once and twice gives $(H-E)\dot u=u$ and $(H-E)\ddot u=2\dot u$. Differentiating the norm gives $\langle u|\dot u\rangle=0$ and then $\langle u|\ddot u\rangle=-p$, with $p=\langle\dot u|\dot u\rangle$. Equation (2) with $f=u$, $h=\dot u$ has left side $\langle u|u\rangle-0=1$, so
$$u'\dot u-u\dot u'=2\quad\text{at }S.\tag{3}$$
This holds at every energy. It gives $\dot D=S(\dot u'u-u'\dot u)/u^2=-2S/u^2<0$.

The second tool is a pair of linear boundary functionals,
$$a[f]=Sf'(S)+lf(S),\qquad b[f]=Sf'(S)-(l+1)f(S).$$
Since $D+l+1=Su'/u+l=a/u$ and $D-l=Su'/u-l-1=b/u$, equation (1) reads $P=2g\,a/b$. Write $a,b$ for the functionals of $u$ and $\dot a,\dot b$ for those of $\dot u$, which by linearity are also the energy derivatives of $a(E)$ and $b(E)$. Their determinant is
$$b\dot a-a\dot b=[Su'-(l+1)u][S\dot u'+l\dot u]-[Su'+lu][S\dot u'-(l+1)\dot u].$$
The terms $S^2u'\dot u'$ cancel, the terms $\mp l(l+1)u\dot u$ cancel, the terms in $Su'\dot u$ add to $l+(l+1)=g$ and those in $Su\dot u'$ to $-g$. With (3),
$$b\dot a-a\dot b=2Sg,\qquad \dot P=2g\,\frac{\dot ab-a\dot b}{b^2}=\frac{4Sg^2}{b^2}>0.\tag{4}$$
$P$ increases between its poles.

## First derivation: the linear function $u+\omega\dot u$

By (3) the boundary pairs $(u,u')$ and $(\dot u,\dot u')$ are linearly independent, so any logarithmic derivative can be reproduced by a combination of $u$ and $\dot u$. Let $U=u+\omega\dot u$ have logarithmic derivative $D$. The condition $SU'=(D+1)U$, with $Su'=(D_\nu+1)u$ and $S\dot u'=(D_{\dot\nu}+1)\dot u$ defining $D_\nu$ and $D_{\dot\nu}$, becomes $u(D_\nu-D)+\omega\dot u(D_{\dot\nu}-D)=0$, or
$$\omega(D)=-\frac{u}{\dot u}\,\frac{D-D_\nu}{D-D_{\dot\nu}}.\tag{5}$$
Because $a$ and $b$ are linear, the potential function belonging to $U$ obeys
$$\frac1P=\frac{1}{2g}\,\frac{b+\omega\dot b}{a+\omega\dot a}.\tag{6}$$
Assume $\dot a\neq0$, which means $D_{\dot\nu}\neq-l-1$. The zero of $P$ is at $\omega_-=-a/\dot a$, which is $\omega(-l-1)$, and for $\dot b\ne0$ the pole is at $\omega_+=-b/\dot b=\omega(l)$. Write the denominator of (6) as $\dot a(\omega-\omega_-)$ and the numerator as $\dot b(\omega-\omega_-)+(b+\omega_-\dot b)$. The remainder is $b+\omega_-\dot b=(b\dot a-a\dot b)/\dot a=2Sg/\dot a$ by (4). Therefore
$$\frac1P=\gamma+\frac{\Delta}{E_\nu+\omega-C},\qquad C=E_\nu-\frac a{\dot a},\quad\Delta=\frac S{\dot a^2},\quad\gamma=\frac{\dot b}{2g\,\dot a}.\tag{7}$$
$\Delta$ is positive. The constant $\gamma$ is the limit $\omega\to\infty$, where $U\propto\dot u$, so $1/\gamma$ is the potential function of $\dot u$ itself:
$$\gamma=\frac{D_{\dot\nu}-l}{2g\,(D_{\dot\nu}+l+1)}.$$
It is small when $D_{\dot\nu}$ is near $l$, and negative when $-l-1<D_{\dot\nu}<l$.

The parameters can be put in terms of amplitudes at the sphere. Let $U_-$ and $U_+$ be the values at $S$ of $U$ for $\omega_-$ and $\omega_+$. Then $U_-=(u\dot a-a\dot u)/\dot a$, in whose numerator the terms $lu\dot u$ cancel and $S(u\dot u'-u'\dot u)=-2S$ remains. The same happens for $U_+=(u\dot b-b\dot u)/\dot b$. So $U_-=-2S/\dot a$ and $U_+=-2S/\dot b$, and (7) becomes
$$C=E_\nu+\omega(-l-1),\qquad\Delta=\frac{U_-^2}{4S},\qquad\gamma=\frac{U_-}{2g\,U_+}.\tag{8}$$
With $\Phi=U/r$ the width is $\tfrac14S\Phi_-^2$. In Rydberg units the right side of (3) is 1, so $U_-=-S/\dot a$, $\Delta=S/2\dot a^2$ and the width is $\tfrac12S\Phi_-^2$. The width is the squared amplitude at the boundary of the function that matches the decaying tail, as expected of a hopping scale. Setting $1/P=0$ in (7) at $V=E_\nu+\omega_+$ gives $C-V=\Delta/\gamma$.

So far nothing is approximate and nothing depends on $E$. The energy enters through $\omega(E)\equiv\omega(D(E))$, the value for which $U$ has the logarithmic derivative of the exact solution $u_E=u(r,E)$. That condition is $W(U,u_E)=0$. Using $(H-E_\nu)u_E=\varepsilon u_E$ in (2),
$$\tfrac12W(u,u_E)=\varepsilon\langle u|u_E\rangle,\qquad\tfrac12W(\dot u,u_E)=\varepsilon\langle\dot u|u_E\rangle-\langle u_E|u\rangle,$$
the last term coming from $(H-E_\nu)\dot u=u$. The first plus $\omega$ times the second must vanish, which gives the exact relation
$$\omega(E)=\frac{\varepsilon}{1-\varepsilon\,\langle\dot u|u_E\rangle/\langle u|u_E\rangle}.\tag{9}$$
Insert $u_E=u+\varepsilon\dot u+\tfrac12\varepsilon^2\ddot u+\dots$. Then $\langle\dot u|u_E\rangle=0+p\varepsilon+q\varepsilon^2+O(\varepsilon^3)$ with $q=\tfrac12\langle\dot u|\ddot u\rangle$, and $\langle u|u_E\rangle=1-\tfrac12p\varepsilon^2+O(\varepsilon^3)$. The subtracted term in (9) is $p\varepsilon^2+q\varepsilon^3+O(\varepsilon^4)$, and the geometric series gives
$$\omega(E)=\varepsilon+p\varepsilon^3+q\varepsilon^4+O(\varepsilon^5).\tag{10}$$
Equations (7) and (9) together are an exact representation of $P(E)$. Replacing $\omega$ by $\varepsilon$ gives
$$P(E)=\frac{E-C}{\Delta+\gamma(E-C)},\tag{11}$$
correct through $\varepsilon^2$, with an error equivalent to a shift $p\varepsilon^3$ of the energy argument.

The missing $\varepsilon^2$ term in (10) is the zero in $\langle\dot u|u\rangle$. If $u_E$ is normalised in an energy-dependent way, or not at all, the derivative becomes $\dot u+ou$ for some constant $o$ (after scaling $u$ to unit norm at $E_\nu$). Equation (3) is unchanged because $W(u,u)=0$, so (7) and (8) can still be evaluated and give other numbers. The linear function is now $u+\varepsilon(\dot u+ou)=(1+o\varepsilon)[u+\varepsilon\dot u/(1+o\varepsilon)]$, so the resulting form amounts to $\omega=\varepsilon/(1+o\varepsilon)=\varepsilon-o\varepsilon^2+\dots$, wrong at second order. The program tests this through the ratio of the errors of $P$ at $\varepsilon=0.01$ and $0.005$ Ha, which should be near 8 for a cubic error and near 4 for a quadratic one. It finds 7.89 for $o=0$ and 4.03 for $o=1\ \mathrm{Ha}^{-1}$.

Equation (9) also shows where (11) ends. Both $P(E)$ and the right side of (7) as a function of $\omega$ are monotonic, so $\omega(E)$ increases, and it diverges where $D(E)=D_{\dot\nu}$. At such an energy the true $P$ equals $1/\gamma$, a value that (11) reaches only at $E=\pm\infty$. The window between two successive such energies is mapped on the whole $\omega$ axis, with one zero and one pole of $P$. The other branches of $P$, belonging to other principal quantum numbers, are absent from (11). Keeping only the leading term $p\varepsilon^2$ in the denominator of (9) puts the divergences at $|\varepsilon|\approx p^{-1/2}$, an estimate of scale only. The relative error of $\omega\approx\varepsilon$ is $p\varepsilon^2$ to leading order, so (11) requires $|\varepsilon|\ll p^{-1/2}$. If $\dot a\to0$ the three parameters diverge and (6) degenerates to $1/P=(b+\omega\dot b)/2ga$, which is still valid but has no centre at finite $\omega$.

## Second derivation: the screening that makes $P$ straight

The second road uses no trial function. It starts from the exact $P(E)$ and a freedom in the secular equation. For any diagonal matrix of constants $\alpha_l$ define
$$P^\alpha=P(1-\alpha P)^{-1},\qquad\mathcal S^\alpha=\mathcal S(1-\alpha\mathcal S)^{-1}.$$
Since $P$ and $\alpha$ are diagonal and commute,
$$P^\alpha-\mathcal S^\alpha=(1-P\alpha)^{-1}\left[P(1-\alpha\mathcal S)-(1-P\alpha)\mathcal S\right](1-\alpha\mathcal S)^{-1}=(1-P\alpha)^{-1}(P-\mathcal S)(1-\alpha\mathcal S)^{-1},$$
the terms $P\alpha\mathcal S$ cancelling in the bracket. Wherever the two outer factors are finite and invertible, $\det[P^\alpha-\mathcal S^\alpha]=0$ has the same roots as the original equation. The constant $\alpha$ may then be chosen to make $P^\alpha(E)$ as nearly linear as possible about $E_\nu$.

Substituting $P=2g\,a/b$ and multiplying numerator and denominator by $b$,
$$P^\alpha(E)=\frac{2g\,a(E)}{y(E)},\qquad y(E)=b(E)-2g\alpha\,a(E).$$
The quotient rule has numerator $\dot ay-a\dot y=\dot ab-a\dot b$, because the terms $2g\alpha\,a\dot a$ cancel. Equation (4) holds at every $E$, so
$$\dot P^\alpha(E)=\frac{4Sg^2}{y(E)^2},\qquad\ddot P^\alpha(E)=-\frac{8Sg^2\,\dot y}{y^3}.\tag{12}$$
The curvature vanishes at $E_\nu$ if and only if $\dot y=\dot b-2g\alpha\dot a=0$ there. Call the solution $\gamma$:
$$\gamma=\frac{\dot b}{2g\,\dot a},$$
which again needs $\dot a\neq0$. For this choice $y=b-a\dot b/\dot a=2Sg/\dot a$ at $E_\nu$, by (4). The slope is $4Sg^2\dot a^2/(2Sg)^2=\dot a^2/S$ and the value is $2g\,a\dot a/2Sg=a\dot a/S$. Thus
$$P^\gamma(E)=\frac{a\dot a}{S}+\frac{\dot a^2}{S}\,\varepsilon+O(\varepsilon^3)=\frac{\varepsilon+a/\dot a}{S/\dot a^2}+O(\varepsilon^3).$$
Defining $\Delta$ as the inverse slope and $C$ as the zero of the straight line gives $P^\gamma=(E-C)/\Delta$ with $\Delta=S/\dot a^2$ and $C=E_\nu-a/\dot a$, the values in (7). Undoing the screening, $1/P=\gamma+1/P^\gamma$, gives (11).

The normalisation was not a choice here. $P$ is a ratio and does not depend on the scale of $u_E$. For an arbitrarily scaled solution (2) gives $W(u,\dot u)=2\langle u|u\rangle$, so the first of (12) becomes $4Sg^2\langle u|u\rangle/y^2$, and it is $y/\langle u|u\rangle^{1/2}$, the functional of the normalised solution, whose derivative must vanish. The orthogonal $\dot u$ is selected by the condition of zero curvature.

The same conditions can be written with derivatives of $P$ alone, where $P$ is finite. From $\dot P^\gamma=\dot P/(1-\gamma P)^2$ follows $\ddot P^\gamma=\ddot P/(1-\gamma P)^2+2\gamma\dot P^2/(1-\gamma P)^3$. Setting this to zero gives $\ddot P(1-\gamma P)+2\gamma\dot P^2=0$, so
$$\gamma=\frac{\ddot P}{P\ddot P-2\dot P^2},\qquad\Delta=\frac{(1-\gamma P)^2}{\dot P},\qquad E_\nu-C=\frac{\Delta\,P}{1-\gamma P}.\tag{13}$$
The form (11) is therefore the unique ratio of two linear functions of $E$ that shares value, slope and curvature with $P$ at $E_\nu$.

The third-order term needs the boundary values of $\ddot u$. Equation (2) with $(f,h)=(u,\ddot u)$ gives $\tfrac12W(u,\ddot u)=\langle u|2\dot u\rangle-0=0$. With $(\dot u,\ddot u)$ it gives $\tfrac12W(\dot u,\ddot u)=\langle\dot u|2\dot u\rangle-\langle\ddot u|u\rangle=2p+p=3p$. Expand the boundary pair as $(\ddot u,\ddot u')=\mu(u,u')+\nu(\dot u,\dot u')$. Then $W(u,\ddot u)=2\nu=0$ and $W(\dot u,\ddot u)=\mu W(\dot u,u)=-2\mu=6p$. Hence at $S$
$$\ddot u=-3p\,u,\qquad\ddot u'=-3p\,u',\tag{14}$$
and every linear boundary functional inherits this: $\ddot a=-3pa$, $\ddot b=-3pb$, $\ddot y=-3py$. Differentiating the second of (12) where $\dot y=0$ leaves $\dddot P^\gamma=-8Sg^2\ddot y/y^3=6p\,(4Sg^2/y^2)=6p/\Delta$. So $P^\gamma=(E-C+p\varepsilon^3)/\Delta+O(\varepsilon^4)$, in agreement with (10). For the unscreened function, $\dot P\propto b^{-2}$ gives $\ddot P/\dot P=-2\dot b/b$ and $\dddot P/\dot P=-2\ddot b/b+6\dot b^2/b^2$, so the Schwarzian derivative is
$$\frac{\dddot P}{\dot P}-\frac32\left(\frac{\ddot P}{\dot P}\right)^2=-\frac{2\ddot b}{b}=6p.$$
It vanishes identically for a function of the form (11), so $p$ measures how far $P$ departs from that form.

With $P^\gamma$ linear, the secular equation $\det[(E-C)/\Delta-\mathcal S^\gamma]=0$, multiplied left and right by $\Delta^{1/2}$, says that the energies are the eigenvalues of $C+\Delta^{1/2}\mathcal S^\gamma\Delta^{1/2}$, to second order in $\varepsilon$. If coupling between different $l$ is dropped, each eigenvalue $\sigma$ of the $ll$ block of $\mathcal S$ gives
$$E=C+\frac{\Delta\,\sigma}{1-\gamma\sigma}.\tag{15}$$
$C$ places the canonical band, $\Delta$ scales it, and $\gamma>0$ compresses its lower part ($\sigma<0$) and stretches its upper part. Equation (15) fails as $\gamma\sigma\to1$, where the solution leaves the window. By (7) the left side of (15) is exactly $E_\nu+\omega(E_{\rm exact})$, so the error of (15) is $\omega-\varepsilon$, and solving $\varepsilon+p\varepsilon^3=E-E_\nu$ for $\varepsilon$ gives the third-order energy.

Both derivations give the same form (11) with the same $C$, $\Delta$ and $\gamma$, correct through second order in $\varepsilon$, with the leading error fixed by $p$. What remains is to compare what each derivation assumes, to find how the parameters depend on $E_\nu$, and to test the results on free electrons and a model $d$ resonance.
